**Helium partial-wave increments and the cusp coefficient**

The program tests the law $\Delta E_l\simeq-C(l+\tfrac12)^{-4}$ with $C=6\pi^2\int\psi(r,r,0)^2r^5dr$, where $\Delta E_l$ is the energy change on adding partial wave $l$ and $\psi(r,r,0)$ is the normalized wave function with both electrons at distance $r$ from the nucleus. Increments through $l=10$ come from B-spline configuration interaction, and $C$ comes from a separate 50-term correlated function. The program asserts that the fitted and integrated coefficients agree within 2%; the output gives 0.0747 and 0.0742 hartree. It also asserts the identity for the last increment, the cusp slope of one half within 0.03, and agreement of the $l=8$ and $l=10$ amplitudes with the cusp prediction within 10%. For a hydrogenic pair in second order, the increments reproduce the coefficient 45/256 within the asserted 0.3%. When the repulsion is softened, the mean decay exponent between $l=5$ and $l=10$ rises from 3.96 to 9.15. The extrapolated energy, −2.903724 hartree, lies within the asserted $5\times10^{-6}$ hartree of the correlated-function energy.

## Check in Python

```python
# Result under test: for ground-state helium the gain in energy on adding partial
# wave l tends to  -C (l+1/2)^-4,  C = 6 pi^2 Int |psi(r,r,0)|^2 r^5 dr,
# and the law comes from the electron-electron cusp psi ~ psi(r,r,0)(1 + r12/2).
# Symbols: lam = l + 1/2; r1, r2 electron-nucleus distances; r12 electron distance;
# psi(r,r,0) normalized wave function with both electrons at one point.
# Increments come from B-spline configuration interaction (CI); psi(r,r,0) comes
# from a separate variational function of s = r1+r2, t = r1-r2, u = r12.
# Hartree atomic units throughout.
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from numpy.polynomial.laguerre import laggauss
from scipy.interpolate import BSpline
from scipy.linalg import eigh, solve_triangular
from scipy.special import zeta, eval_legendre
from scipy.constants import physical_constants

Z = 2.0            # nuclear charge
LMAX = 10          # highest partial wave
DEG = 5            # polynomial degree of the splines
NPT = 2 * DEG + 1  # Gauss points per cell; interpolates spline products exactly
BOX = 10.0         # radius of the box
GRID_A = 0.3       # radius at which the grid turns from linear to exponential
Z_PRE = 1.6        # screened charge used only to speed up the eigensolver

# Gauss points in a cell, and split rules for a kernel with a kink at each point
XG, WG = leggauss(NPT)
xs, ws = leggauss(16)
SUBX = np.hstack([(XG[:, None] - 1) / 2 + (XG[:, None] + 1) / 2 * xs,
                  (XG[:, None] + 1) / 2 + (1 - XG[:, None]) / 2 * xs])
SUBW = np.hstack([(XG[:, None] + 1) / 2 * ws, (1 - XG[:, None]) / 2 * ws])
LAGRANGE = legvander(SUBX, NPT - 1) @ np.linalg.inv(legvander(XG, NPT - 1))


def kernel(l, r1, r2, soft=0.0):
    """Legendre component l of 1/sqrt(r12^2 + soft^2)."""
    outer = 0.5 * (np.sqrt((r1 + r2)**2 + soft**2)
                   + np.sqrt((r1 - r2)**2 + soft**2))
    return (r1 * r2 / outer**2)**l / outer


class Radial:
    """Orthonormal radial functions (hydrogenic s states in a spline basis)."""

    def __init__(self, cells):
        edges = GRID_A * np.expm1(np.linspace(0, np.log1p(BOX / GRID_A), cells + 1))
        self.cells = cells
        self.half = np.diff(edges) / 2
        self.mid = edges[:-1] + self.half
        self.r = (self.mid[:, None] + self.half[:, None] * XG).ravel()
        self.w = (self.half[:, None] * WG).ravel()
        knots = np.r_[[edges[0]] * DEG, edges, [edges[-1]] * DEG]
        spline = BSpline(knots, np.eye(cells + DEG), DEG)
        b = spline(self.r)[:, 1:-1]
        db = spline.derivative()(self.r)[:, 1:-1]
        wcol = self.w[:, None]
        h0 = 0.5 * db.T @ (wcol * db) - b.T @ (wcol / self.r[:, None] * Z * b)
        e, c = eigh(h0, b.T @ (wcol * b))
        self.e1s = e[0]
        self.u, self.du = b @ c, db @ c
        self.n = self.u.shape[1]

    def one_body(self, l, charge=Z):
        pot = self.w * (l * (l + 1) / (2 * self.r**2) - charge / self.r)
        h = 0.5 * self.du.T @ (self.w[:, None] * self.du) \
            + self.u.T @ (pot[:, None] * self.u)
        return 0.5 * (h + h.T)

    def repulsion_matrix(self, l, soft=0.0):
        """Weighted two-point matrix: density . matrix . density = integral."""
        m = kernel(l, self.r[:, None], self.r[None, :], soft) * self.w
        m = m.reshape(self.cells, NPT, self.cells, NPT)
        rq = self.r.reshape(self.cells, NPT)[:, :, None]
        rs = self.mid[:, None, None] + self.half[:, None, None] * SUBX
        vals = kernel(l, rq, rs, soft) * SUBW * self.half[:, None, None]
        block = np.einsum('cqm,qmp->cqp', vals, LAGRANGE)
        i = np.arange(self.cells)
        m[i, :, i, :] = block
        return self.w[:, None] * m.reshape(len(self.r), len(self.r))


def second_order(rad, l, soft=0.0):
    """Second-order energy of the hydrogenic 1s pair from partial wave l."""
    e, q = np.linalg.eigh(rad.one_body(l))
    dens = (rad.u @ q) * rad.u[:, :1]
    v = dens.T @ (rad.repulsion_matrix(l, soft) @ dens)
    return -np.sum(v**2 / (e[:, None] + e - 2 * rad.e1s)) / (2 * l + 1)


# angular factors between normalized functions sqrt(2l+1) P_l / (4 pi)
xa, wa = leggauss(2 * LMAX + 2)
pa = legvander(xa, 2 * LMAX)
root = np.sqrt(2 * np.arange(LMAX + 1) + 1)
ANG = 0.5 * np.einsum('x,xl,xk,xm->lkm', wa, pa[:, :LMAX + 1] * root, pa,
                      pa[:, :LMAX + 1] * root)


def run_ci(rad):
    """Lowest energies for all truncations, last state, 1s repulsion, identity."""
    n = rad.n
    a, c = np.triu_indices(n)
    npair = len(a)
    pid = np.zeros((n, n), dtype=int)
    pid[a, c] = pid[c, a] = np.arange(npair)
    dens = rad.u[:, a] * rad.u[:, c]
    f = np.where(a == c, np.sqrt(0.5), 1.0)
    pack = np.where(a == c, 1.0, np.sqrt(2.0))
    direct = pid[a[:, None], a] * npair + pid[c[:, None], c]
    swapped = pid[a[:, None], c] * npair + pid[c[:, None], a]
    ff = np.outer(f, f)
    g_all = []
    for k in range(2 * LMAX + 1):
        g = dens.T @ (rad.repulsion_matrix(k) @ dens)
        g = (0.5 * (g + g.T)).ravel()
        g_all.append(ff * (g[direct] + g[swapped]))
    h1 = np.array([rad.one_body(l) for l in range(LMAX + 1)])
    pe, pq = np.linalg.eigh(np.array([rad.one_body(l, Z_PRE)
                                      for l in range(LMAX + 1)]))

    def repulsion(x):
        m = len(x)
        p = np.ascontiguousarray((x[:, a, c] * pack).T)
        y = np.zeros_like(p)
        for k in range(2 * m - 1):
            y += (g_all[k] @ p) @ ANG[:m, k, :m]
        out = np.empty_like(x)
        out[:, a, c] = y.T / pack
        out[:, c, a] = y.T / pack
        return out

    def hamiltonian(x):
        h = h1[:len(x)]
        return h @ x + x @ h + repulsion(x)

    def precondition(res, energy):
        q, e = pq[:len(res)], pe[:len(res)]
        qt = q.transpose(0, 2, 1)
        return q @ ((qt @ res @ q) / (e[:, :, None] + e[:, None, :] - energy)) @ qt

    def lowest(x):
        shape = x.shape
        v = (x / np.linalg.norm(x)).reshape(1, -1)
        hv = hamiltonian(v[0].reshape(shape)).reshape(1, -1)
        for _ in range(60):
            small = v @ hv.T
            e, y = np.linalg.eigh(0.5 * (small + small.T))
            x = y[:, 0] @ v
            res = y[:, 0] @ hv - e[0] * x
            d = precondition(res.reshape(shape), e[0]).ravel()
            if res @ d < 1e-14:
                return e[0], x.reshape(shape)
            d /= np.linalg.norm(d)
            for _ in range(2):
                d -= v.T @ (v @ d)
                d /= np.linalg.norm(d)
            v = np.vstack([v, d])
            hv = np.vstack([hv, hamiltonian(d.reshape(shape)).ravel()])
        raise AssertionError("eigensolver did not converge")

    state = np.zeros((1, n, n))
    state[0, 0, 0] = 1.0
    energies = []
    for l in range(LMAX + 1):
        if l > 0:
            state = np.concatenate([state, np.zeros((1, n, n))])
        previous = state
        e, state = lowest(state)
        energies.append(e)
    top = np.zeros_like(state)
    top[-1] = state[-1]
    identity = np.vdot(previous, repulsion(top)) / np.vdot(previous, state)
    return np.array(energies), state, g_all[0][0, 0], identity


def correlated_function(order=6, alpha=2.0):
    """Variational function exp(-alpha s) sum c s^i t^j u^k, j even."""
    powers = np.array([(i, j, k) for i in range(order + 1)
                       for j in range(0, order + 1, 2)
                       for k in range(order + 1) if i + j + k <= order])
    z, wz = laggauss(16)
    x, wx = leggauss(14)
    x, wx = (x + 1) / 2, wx / 2
    s, px, py = [g.ravel() for g in np.meshgrid(z / (2 * alpha), x, x, indexing='ij')]
    wt = np.einsum('i,j,k->ijk', wz / (2 * alpha), wx, wx).ravel()
    u = s * px
    t = u * py
    wt = 2 * np.pi**2 * wt * s * u
    vol = (s**2 - t**2) * u
    i, j, k = powers.T
    fn = s[:, None]**i * t[:, None]**j * u[:, None]**k
    tri = np.linalg.qr(np.sqrt(wt * vol)[:, None] * fn, mode='r')
    inv = solve_triangular(tri, np.eye(len(powers)))
    fs = (fn * (i / s[:, None] - alpha)) @ inv
    ft = (fn * (j / t[:, None])) @ inv
    fu = (fn * (k / u[:, None])) @ inv
    f0 = fn @ inv

    def mat(p, weight, q):
        return p.T @ ((wt * weight)[:, None] * q)
    su = mat(fs, s * (u**2 - t**2), fu)
    tu = mat(ft, t * (s**2 - u**2), fu)
    h = mat(fs, vol, fs) + mat(ft, vol, ft) + mat(fu, vol, fu) \
        + su + su.T + tu + tu.T + mat(f0, s**2 - t**2 - 4 * Z * s * u, f0)
    e, vec = np.linalg.eigh(0.5 * (h + h.T))
    return e[0], powers, inv @ vec[:, 0], alpha


# ---- Legendre components against direct angular quadrature
xq, wq = leggauss(80)
ra, rb, lt = 0.7, 1.1, 4
dist2 = ra**2 + rb**2 - 2 * ra * rb * xq
proj = (2 * lt + 1) / 2 * wq * eval_legendre(lt, xq)
for soft in (0.0, 0.5):
    assert abs(proj @ (1 / np.sqrt(dist2 + soft**2)) - kernel(lt, ra, rb, soft)) < 1e-10
r12_l = ra**(lt + 2) / rb**(lt + 1) / (2 * lt + 3) - ra**lt / rb**(lt - 1) / (2 * lt - 1)
assert abs(proj @ np.sqrt(dist2) - r12_l) < 1e-10

# ---- correlated function: energy, cusp and coalescence integral
e_ref, powers, coef, alpha = correlated_function()
pi_, pj, pk = powers.T
on_top = (pj == 0) & (pk == 0)
linear = (pj == 0) & (pk == 1)


def on_top_poly(r, mask=on_top):
    return (2 * np.asarray(r)[..., None])**pi_[mask] @ coef[mask]


zz, wzz = laggauss(16)
rr = zz / (4 * alpha)
integral5 = np.sum(wzz / (4 * alpha) * on_top_poly(rr)**2 * rr**5)
c_cusp = 6 * np.pi**2 * integral5
r_test = 0.8
slope = on_top_poly(r_test, linear) / on_top_poly(r_test)
assert abs(slope - 0.5) < 0.03
assert abs(c_cusp - 0.0742) < 3e-4

# ---- second-order problem in a large basis, with and without cusp
ls = np.arange(1, LMAX + 1)
lam = ls + 0.5
big = Radial(96)
eps_big = np.array([second_order(big, l) for l in ls])
fit_range = ls >= 4
lf = lam[fit_range]
even = np.linalg.lstsq(np.vander(lf**-2, 3, increasing=True),
                       -eps_big[fit_range] * lf**4, rcond=None)[0]
hydrogenic = 6 * np.sum(wzz / (4 * Z) * Z**6 * (zz / (4 * Z))**5)
assert abs(hydrogenic - 45 / 256) < 1e-10
assert abs(even[0] / hydrogenic - 1) < 3e-3
SOFT = 0.5
soft5, soft10 = second_order(big, 5, SOFT), second_order(big, 10, SOFT)
span = np.log(10.5 / 5.5)
exp_coul = np.log(eps_big[4] / eps_big[9]) / span
exp_soft = np.log(soft5 / soft10) / span
assert abs(exp_coul - 4) < 0.1 and exp_soft > 6

# ---- CI in two basis sizes, corrected for the missing radial part
results = {}
for cells in (24, 36):
    rad = Radial(cells)
    energies, state, f0_1s, identity = run_ci(rad)
    assert abs(f0_1s - 5 * Z / 8) < 1e-6
    factor = eps_big / np.array([second_order(rad, l) for l in ls])
    raw = np.diff(energies)
    assert abs(identity / raw[-1] - 1) < 1e-3
    results[cells] = (raw, factor, raw * factor)
raw, factor, inc = results[36]
gap_raw = np.max(np.abs(results[24][0] / raw - 1))
gap_cor = np.max(np.abs(results[24][2] / inc - 1))
assert gap_cor < 0.5 * gap_raw and gap_cor < 0.02

# ---- asymptotic law from the increments
scaled = -inc * lam**4
fit = np.linalg.lstsq(np.vander(1 / lf, 3, increasing=True),
                      scaled[fit_range], rcond=None)[0]
exp_ci = np.log(inc[4] / inc[9]) / span
assert abs(fit[0] / c_cusp - 1) < 0.02
assert 3.9 < exp_ci < 4.15
tail = -sum(fit[i] * zeta(4 + i, LMAX + 1.5) for i in range(3))
e_sum = energies[0] + inc.sum()
e_extrap = e_sum + tail
assert abs(e_extrap - e_ref) < 5e-6
assert abs(e_extrap - e_ref) < 0.3 * abs(e_sum - e_ref)

# ---- partial waves of the CI function on r1 = r2 against those of r12/2
iq = np.argmin(np.abs(rad.r - r_test))
rq = rad.r[iq]
uq = rad.u[iq]
wave = np.array([np.sqrt(2 * l + 1) / (4 * np.pi) * (uq @ state[l] @ uq) / rq**2
                 for l in range(LMAX + 1)])
wave *= np.sign(wave[0])
psi_top = abs(on_top_poly(rq)) * np.exp(-2 * alpha * rq)
cusp_wave = -0.5 * psi_top * rq * (1 / (2 * ls - 1) - 1 / (2 * ls + 3))
ratio = wave[1:] / cusp_wave
assert abs(ratio[7] - 1) < 0.1 and abs(ratio[9] - 1) < 0.1

ev = physical_constants['Hartree energy in eV'][0]
print(f"nuclear charge {Z:.0f}, box {BOX:.1f} bohr, spline degree {DEG}")
print(f"cells {rad.cells}, radial functions {rad.n}; large basis: cells {big.cells}, functions {big.n}")
print(f"CI energy, l = 0 only: {energies[0]:.7f} hartree")
print(f"CI energy, l up to {LMAX}: {energies[-1]:.7f} hartree")
print("l, raw increment (hartree), saturation factor, corrected (hartree), lam^4*|corrected| (hartree)")
for q, l in enumerate(ls):
    print(f"{l:2d}  {raw[q]:.5e}  {factor[q]:.5f}  {inc[q]:.5e}  {scaled[q]:.5f}")
print(f"increment l = {LMAX} from the overlap identity (36 cells): {identity:.5e} hartree")
print(f"largest 24/36-cell difference, raw: {100 * gap_raw:.3f} percent")
print(f"largest 24/36-cell difference, corrected: {100 * gap_cor:.3f} percent")
print(f"mean decay exponent of CI increments, l = 5 to 10: {exp_ci:.3f}")
print(f"fit over l = 4 to 10, c0: {fit[0]:.5f} hartree")
print(f"fit, c1: {fit[1]:.4f} hartree; c2: {fit[2]:.4f} hartree")
print(f"terms in the correlated function: {len(coef)}, exponent alpha {alpha:.1f} 1/bohr")
print(f"integral of psi(r,r,0)^2 r^5: {integral5:.6e} (atomic units)")
print(f"C = 6 pi^2 * integral: {c_cusp:.5f} hartree = {c_cusp * ev:.4f} eV")
print(f"fit c0 / C: {fit[0] / c_cusp:.4f}")
print(f"cusp slope (d psi/d r12)/psi at r = {r_test} bohr: {slope:.4f} 1/bohr")
print(f"CI partial wave / cusp prediction on r1 = r2 = {rq:.4f} bohr:")
for l in (4, 6, 8, 10):
    print(f"  l = {l:2d}: {ratio[l - 1]:.4f}")
print(f"hydrogenic pair, coefficient from the integral: {hydrogenic:.6f} hartree")
print(f"hydrogenic pair, coefficient from second-order increments: {even[0]:.6f} hartree")
print(f"second-order increments, Coulomb: l=5 {eps_big[4]:.4e}, l=10 {eps_big[9]:.4e} hartree")
print(f"second-order increments, softened: l=5 {soft5:.4e}, l=10 {soft10:.4e} hartree")
print(f"softening length: {SOFT:.1f} bohr")
print(f"decay exponent l = 5 to 10, Coulomb: {exp_coul:.3f}; softened: {exp_soft:.3f}")
print(f"energy after saturation correction, l up to {LMAX}: {e_sum:.7f} hartree")
print(f"tail of the fitted law beyond l = {LMAX}: {tail:.4e} hartree")
print(f"extrapolated energy: {e_extrap:.7f} hartree = {e_extrap * ev:.4f} eV")
print(f"energy of the correlated function: {e_ref:.7f} hartree")
print("all assertions hold")
```

It prints:

```
nuclear charge 2, box 10.0 bohr, spline degree 5
cells 36, radial functions 39; large basis: cells 96, functions 99
CI energy, l = 0 only: -2.8790288 hartree
CI energy, l up to 10: -2.9037050 hartree
l, raw increment (hartree), saturation factor, corrected (hartree), lam^4*|corrected| (hartree)
 1  -2.14875e-02  1.00000  -2.14875e-02  0.10878
 2  -2.25059e-03  1.00001  -2.25061e-03  0.08791
 3  -5.54206e-04  1.00006  -5.54241e-04  0.08317
 4  -1.97484e-04  1.00021  -1.97525e-04  0.08100
 5  -8.70737e-05  1.00051  -8.71182e-05  0.07972
 6  -4.41345e-05  1.00107  -4.41818e-05  0.07887
 7  -2.46846e-05  1.00199  -2.47337e-05  0.07826
 8  -1.48549e-05  1.00336  -1.49048e-05  0.07780
 9  -9.45929e-06  1.00529  -9.50934e-06  0.07745
10  -6.30009e-06  1.00785  -6.34957e-06  0.07718
increment l = 10 from the overlap identity (36 cells): -6.30009e-06 hartree
largest 24/36-cell difference, raw: 2.406 percent
largest 24/36-cell difference, corrected: 0.381 percent
mean decay exponent of CI increments, l = 5 to 10: 4.050
fit over l = 4 to 10, c0: 0.07470 hartree
fit, c1: 0.0242 hartree; c2: 0.0186 hartree
terms in the correlated function: 50, exponent alpha 2.0 1/bohr
integral of psi(r,r,0)^2 r^5: 1.253808e-03 (atomic units)
C = 6 pi^2 * integral: 0.07425 hartree = 2.0204 eV
fit c0 / C: 1.0061
cusp slope (d psi/d r12)/psi at r = 0.8 bohr: 0.4998 1/bohr
CI partial wave / cusp prediction on r1 = r2 = 0.8024 bohr:
  l =  4: 0.9617
  l =  6: 0.9814
  l =  8: 0.9872
  l = 10: 0.9879
hydrogenic pair, coefficient from the integral: 0.175781 hartree
hydrogenic pair, coefficient from second-order increments: 0.175716 hartree
second-order increments, Coulomb: l=5 -1.8499e-04, l=10 -1.4301e-05 hartree
second-order increments, softened: l=5 -1.7493e-06, l=10 -4.7068e-09 hartree
softening length: 0.5 bohr
decay exponent l = 5 to 10, Coulomb: 3.959; softened: 9.152
energy after saturation correction, l up to 10: -2.9037054 hartree
tail of the fitted law beyond l = 10: -1.9065e-05 hartree
extrapolated energy: -2.9037245 hartree = -79.0144 eV
energy of the correlated function: -2.9037230 hartree
all assertions hold
```
